# Finite-size errors of MP2 for insulators on standard and staggered meshes, part 1

(Sections cited here and not found follow in the second part.)

Take a function $h(q)$ of one variable, periodic with period $b$ and analytic in a strip around the real axis, and average it on the $N$ points $q_n=(n+\theta)b/N$. With $h=\sum_R c_R e^{2\pi i Rq/b}$, the geometric sum over $n$ removes every term except those with $R$ a multiple of $N$, so

$$\frac1N\sum_n h(q_n)-c_0=\sum_{r\neq0}c_{rN}\,e^{2\pi i r\theta}.$$

Analyticity in a strip makes $c_R$ decay exponentially, so the error is exponentially small for any shift $\theta$. Now suppose that at the single point $q=0$ the rule uses $h(0)-s$ instead of $h(0)$. The integral does not notice. The mesh with $\theta=0$ acquires the error $-s/N$, and the mesh with $\theta=\tfrac12$, which never samples the point, acquires none. This mechanism gives the $1/N$ term in the finite-size error of MP2 for an insulator sampled along one direction of $k$ space; the exchange part adds a $1/N^2$ term, derived below. In three dimensions $s$ depends in general on the direction of approach to $q=0$, and avoiding the point is then not always enough.

Hartree atomic units are used. The system is a closed-shell insulator with time-reversal symmetry, in which every virtual energy lies above every occupied energy over the whole zone. Its orbitals $\psi_{nk}=e^{ik\cdot r}u_{nk}/\sqrt N$, with $u$ normalised on the cell of volume $\Omega$, and its energies come from a fixed mean-field Hamiltonian $H(k)$ that is analytic in $k$ and independent of the mesh. Indices $i,j$ are occupied and $a,b$ virtual, with $k_b=k_i+k_j-k_a$. Insert the Fourier series of $1/r$ into $\langle ij|ab\rangle=\iint\psi_i^*(1)\psi_j^*(2)r_{12}^{-1}\psi_a(1)\psi_b(2)$. The integral over electron 1 selects the wave vectors $q+G$ with $q=k_a-k_i$, and electron 2 carries $k_b-k_j=-q$, so

$$W_1\equiv N\langle ij|ab\rangle=\sum_G{}'\,v_G(q)\,\rho_G\,\rho'_G,\qquad v_G(q)=\frac{K_0}{|q+G|^2},\quad K_0=\frac{4\pi}{\Omega},$$

$$\rho_G=\langle u_{ik_i}|e^{-iG\cdot r}|u_{a,k_i+q}\rangle,\qquad \rho'_G=\langle u_{jk_j}|e^{iG\cdot r}|u_{b,k_j-q}\rangle .$$

The prime drops the term $q+G=0$. With $W_2=N\langle ij|ba\rangle$ and $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0$, the energy per cell carries one factor $1/N$ from each integral and one from the division by the number of cells:

$$E=E_d+E_x,\qquad E_d=-\frac{2}{N^3}\sum\frac{|W_1|^2}{D},\qquad E_x=\frac1{N^3}\sum\frac{W_2W_1^*}{D},$$

summed over $k_i,k_j,k_a$ and the bands.

Let the occupied $k$ lie on a $\Gamma$-centred mesh $\mathcal L$ and the virtual $k$ on $\mathcal L+\theta$, with $\theta$ in mesh steps. Then $k_b=k_i+k_j-k_a$ lies on $\mathcal L-\theta$, which is the virtual mesh only if $2\theta$ has integer components. Each component of $\theta$ is therefore $0$ or $\tfrac12$. The transfer in $W_1$ is $q_1=k_a-k_i$, and that in $W_2$ is $q_2=k_b-k_i=k_j-k_a$. Both lie on $\mathcal L+\theta$, which is symmetric under inversion because $-(n+\tfrac12)=(-n-1)+\tfrac12$, and which contains $q=0$ only for the standard choice $\theta=0$.

The $G=0$ term, the head, stays finite as $q\to0$. Differentiating $Hu_a=\varepsilon_au_a$ with respect to $k$ and projecting on $u_i$ gives $\langle u_i|\nabla H|u_a\rangle+\varepsilon_i\langle u_i|\nabla u_a\rangle=\varepsilon_a\langle u_i|\nabla u_a\rangle$, since $\langle u_i|u_a\rangle=0$ removes the term with $\nabla\varepsilon_a$. Hence

$$\rho_0=q\cdot d_{ia}(k_i)+O(q^2),\qquad \rho'_0=-q\cdot d_{jb}(k_j)+O(q^2),\qquad d_{ia}=\frac{\langle u_i|\nabla H|u_a\rangle}{\varepsilon_a-\varepsilon_i},$$

$$W_1\to \beta-K_0(\hat q\cdot d_{ia})(\hat q\cdot d_{jb}),$$

where the body $\beta$ collects $G\ne0$ and is smooth at $q=0$. The limit is bounded but depends on $\hat q$, and at $q=0$ itself the standard mesh uses $\beta$ alone. Physically, the missing piece is the long-range coupling of two transition dipoles. Single bands may be non-smooth where they cross inside the occupied or the virtual manifold, but the complete band sums below are traces over analytic functions of $H(k)$ restricted to each manifold, and these are analytic while the gap stays open.

For the direct term write $1/D=\int_0^\infty e^{-\tau D}d\tau$, which factorises into a part for the pair $ia$ and a part for $jb$. Define, with $\langle\cdot\rangle_k$ the zone average,

$$\Pi_{GG'}(q,\tau)=\Big\langle\sum_{ia}\rho_G\rho_{G'}^*\,e^{-\tau(\varepsilon_a-\varepsilon_i)}\Big\rangle_k .$$

At fixed $q$ the summand is analytic and periodic in $k$, so the mesh sums over $k_i$ and $k_j$ equal the averages up to exponentially small terms. Time reversal, $u_{-k}=u_k^*$, turns $\rho'_G$ at $k_j=-k$ into $\int u_{jk}e^{iG\cdot r}u^*_{b,k+q}=\rho_G^*$, so the $jb$ factor is $\Pi_{GG'}^*$. Then $E_d=N^{-1}\sum_q h_d(q)$ with

$$h_d(q)=-2\int_0^\infty d\tau\sum_{GG'}v_Gv_{G'}|\Pi_{GG'}|^2 .$$

For small $q$, $\Pi_{00}\to q\cdot M q$ and $\Pi_{0G}\to q\cdot w_G$, with $M_{\alpha\beta}(\tau)=\langle\sum d_\alpha d_\beta^*e^{-\tau(\varepsilon_a-\varepsilon_i)}\rangle_k$ and $w_G(\tau)=\langle\sum d\,\rho_G^*e^{-\tau(\varepsilon_a-\varepsilon_i)}\rangle_k$. The terms with both indices nonzero are the value used at $q=0$. The jump $s$, defined throughout as the limit minus the value used, is the sum of the term $G=G'=0$ and the two equal wing terms in which one index is zero:

$$s_d(\hat q)=-2\int_0^\infty d\tau\Big[(K_0\,\hat q\cdot M\hat q)^2+2K_0\sum_{G\ne0}v_G|\hat q\cdot w_G|^2\Big]\le0 .$$

For the exchange term use the variables $(k_i,q_1,q_2)$, so that $k_a=k_i+q_1$, $k_b=k_i+q_2$, $k_j=k_i+q_1+q_2$. The sum over $k_i$ converges exponentially, $W_1$ is singular only at $q_1=0$ and $W_2$ only at $q_2=0$. With $T_1,T_2$ the mesh averages and $I_1,I_2$ the zone averages over $q_1,q_2$, the identity

$$T_1T_2-I_1I_2=(T_1-I_1)I_2+I_1(T_2-I_2)+(T_1-I_1)(T_2-I_2)$$

splits the error. Relabelling $a\leftrightarrow b$ exchanges $q_1$ with $q_2$ and sends $W_2W_1^*$ to its complex conjugate, so the first two terms are conjugates and add to twice the real part of the first. In the first term the jump comes from the head of $W_1^*$ at $k_a=k_i$, $k_b=k_j$:

$$s_x(\hat q)=\hat q\cdot A\hat q,\qquad A_{\alpha\beta}=-2K_0\,\mathrm{Re}\Big\langle\sum d^*_{ia,\alpha}(k_i)\,d^*_{jb,\beta}(k_j)\frac{W_2}{D}\Big\rangle_{k_i,k_j}.$$

The third term involves only the intersection of the two singular sets.

When $k$ is sampled along one axis only, $\hat q=\pm1$, and each head is an analytic numerator with a double zero divided by $q^2$, hence analytic. The opening argument applies directly. The staggered sum converges exponentially, and the standard direct term has the error $-s_d/N$. For exchange the standard mesh uses $(W_2-\eta_2\delta_{q_2,0})(W_1-\eta_1\delta_{q_1,0})^*$, where $W$ now denotes the analytic function and $\eta$ its head at zero transfer. Each single $\delta$ removes one of three sums, and the two together give $-s_x/N$. The product of both removes two sums and sets all four momenta equal, where for two bands $\eta_1=\eta_2=-K_0d^2$ and $D$ is twice the gap at $k$. Up to exponentially small terms,

$$E_{\rm std}-E_\infty=-\frac{s_d+s_x}{N}+\frac{s_{xx}}{N^2},\qquad s_{xx}=K_0^2\Big\langle\frac{|d|^4}{D}\Big\rangle_k .$$

The numerical examples are two-site models with round parameters. Sites $A,B$ at $\tau_\mu$ have on-site energies $\pm\Delta$, and the site densities interact through $\mathrm{erf}(r/2\sigma)/r$. Then $\rho_G=\sum_\mu o_\mu^*v_\mu e^{-iG\cdot\tau_\mu}$, with $o,v$ the occupied and virtual eigenvectors of the $2\times2$ matrix $H(k)$, and $v_G$ gains a factor $e^{-\sigma^2|q+G|^2}$ that tends to one in the head. The values are $a=4$ bohr, $\sigma=1$ bohr, $\Delta=0.24$ Ha, so $K_0=0.196350$ bohr$^{-3}$ for the cubic cell. The first model is a chain along $z$ in a cubic cell with $B$ at $0.4a$ and $H_{AB}=-t_1e^{0.4ika}-t_2e^{-0.6ika}$, $t_1=0.12$ Ha, $t_2=0.04$ Ha. No symmetry of this chain forces $w_G$ to vanish, and the computed wing is nonzero. The dipole formulas give $s_d=-1.821783\times10^{-3}-0.187508\times10^{-3}=-2.009291\times10^{-3}$ Ha (head plus wing), $s_x=1.906240\times10^{-3}$ Ha and $s_{xx}=1.330231\times10^{-3}$ Ha. For $N=10$ the prediction for $N$ times the exchange error is $-1.906240\times10^{-3}+0.133023\times10^{-3}=-1.773217\times10^{-3}$ Ha. The triple sum from the definition, referred to the staggered $N=16$ result, reproduces this number and $+2.009291\times10^{-3}$ Ha in all printed digits, and likewise at $N=14$. The total standard error at $N=10$ is $(2.009291-1.773217)\times10^{-3}/10=2.36\times10^{-5}$ Ha, which is 3.0% of $|E_d+E_x|=7.978\times10^{-4}$ Ha. The staggered errors at $N=2,4,6$ are $1.5\times10^{-6}$, $3.0\times10^{-11}$ and $4\times10^{-15}$ Ha. The rate of this decay is not derived here.

In three dimensions, with $N=m^3$, the factor $1/q^2$ does not in general cancel against the numerator, so the head is not analytic at $q=0$. Near $q=0$ the function to be averaged is a smooth part plus terms $f_n$, homogeneous of degree $n=0,1,2,\dots$, each of the form (polynomial of degree $n+2$)$/q^2$ or (polynomial of degree $n+4$)$/q^4$, and each given the value zero at the origin. The term $f_0$ is $s=s_d+s_x$. Subtract from the integrand the periodic repetitions of $g_n=f_ne^{-\lambda q^2}$ for $n\le J$, where the $f_n$ of higher degree are adjusted to absorb the expansion of the Gaussian. The remainder has a singularity of degree $J+1$ at worst. Its Fourier coefficients fall as $|R|^{-4-J}$, since the transform of a degree-$p$ function in three dimensions has degree $-3-p$, and the aliasing formula of the opening bounds its error by $O(m^{-4-J})$. For $g_n$ write the mesh points as $q=x/m$ with $x\in\Lambda+\theta$, $\Lambda$ the reciprocal lattice of cell volume $V$. Homogeneity gives $g_n(x/m)=m^{-n}f_n(x)e^{-\eta x^2}$ with $\eta=\lambda/m^2$, and $d^3q=d^3x/m^3$, so

$$(T-I)g_n=m^{-3-n}S_n(\eta),\qquad S_n(\eta)=\sum_{x\ne0}f_n(x)e^{-\eta x^2}-\frac1V\int f_n e^{-\eta x^2}d^3x .$$

Define $Z_\theta[f_n]=\lim_{\eta\to0}S_n$. For $n=0$ a rescaling of $\Lambda$ only rescales $\eta$, so $Z_\theta[s]$ depends on the shape of the mesh alone. For odd $n$ the function is odd and the mesh is inversion symmetric, so $S_n=0$. Sums of degree 2 have finite limits: such a function splits into $H_6/r^4$, $H_4/r^2$ and polynomials, with $H_l$ harmonic of degree $l$; the polynomials give zero, and the other parts are handled by the splitting below with $r^{-(l-2)}$ in place of $r^{-l}$. Since $dS_0/d\eta$ is minus the sum for the degree-2 function $x^2f_0$, the approach of $S_0$ to its limit is linear in $\eta\propto m^{-2}$, of the same order as $n=2$, and the third exchange term is a product of two $m^{-3}$ factors. Therefore

$$E(m,\theta)-E_\infty=\frac{Z_\theta[s]}{N}+O(m^{-5}).$$

The sums $Z_\theta$ follow from Poisson's formula $\sum_{x\in\Lambda+\theta}g(x)=V^{-1}\sum_y\hat g(y)e^{2\pi iy\cdot\theta}$, where $y$ runs over the dual lattice, $\theta$ is the shift vector and $\hat g(y)=\int g\,e^{-2\pi ix\cdot y}d^3x$. For a polynomial times $e^{-\eta x^2}$ the term $y=0$ is the integral, and the others carry $e^{-\pi^2y^2/\eta}\to0$. What remains is the omitted point $x=0$, so $Z_0[1]=-1$, $Z_\theta[1]=0$ for $\theta\neq0$, and $Z=0$ for homogeneous polynomials of positive degree.

To treat $s$, write it as $P(x)/r^4$ with $P$ quartic (rank-2 parts are multiplied by $r^2$) and decompose $P=H_4+r^2H_2+r^4H_0$ into harmonic polynomials. The radial Laplacian gives $\nabla^2(r^pH_l)=[(p+l)(p+l+1)-l(l+1)]r^{p-2}H_l=p(p+2l+1)r^{p-2}H_l$, hence $\nabla^2P=14H_2+20r^2H_0$ and $\nabla^4P=120H_0$, which fix $H_0$, then $H_2$, then $H_4$. The constant $H_0$ is the spherical average of $s$. For $l=2,4$ use $r^{-l}=\pi^{l/2}\Gamma(l/2)^{-1}\int_0^\infty u^{l/2-1}e^{-\pi ur^2}du$ and split the integral at $u=1$. The part $u>1$ converges as a direct sum. For $u<1$ the transform is needed. Multiplication by $x$ becomes $(i/2\pi)\nabla_y$ acting on $u^{-3/2}e^{-\pi y^2/u}$. Because the coefficient tensor of $H_l$ is traceless, only the term in which every derivative brings down $-2\pi y/u$ survives, and the transform is $(-i)^lu^{-3/2-l}H_l(y)e^{-\pi y^2/u}$. The term $y=0$ vanishes with $H_l(0)$, as does the subtracted integral by its angular average. For $y\ne0$ the factor $e^{-\pi y^2/u}$ makes the limit $\eta\to0$ uniform, which shows that the limit exists. The substitution $u\to1/u$ turns $\int_0^1u^{-l/2-5/2}e^{-\pi y^2/u}du$ into $(\pi y^2)^{-(l+3)/2}\Gamma(\tfrac{l+3}2,\pi y^2)$, so

$$Z_\theta\!\left[\frac{H_l}{r^l}\right]=\sum_{x\ne0}\frac{H_l(x)}{r^l}\frac{\Gamma(\frac l2,\pi r^2)}{\Gamma(\frac l2)}+\frac{(-1)^{l/2}\pi^{l/2}}{\Gamma(\frac l2)V}\sum_{y\ne0}\cos(2\pi y\cdot\theta)\,H_l(y)\frac{\Gamma(\frac{l+3}2,\pi y^2)}{(\pi y^2)^{(l+3)/2}},$$

which makes the coefficient $Z_\theta[s]$ of the $1/N$ error in three dimensions computable from the harmonic parts of the jump $s$. It remains to assemble these parts, to find when symmetry removes them, and to test the result on three-dimensional models.
